# Time-reversible propagators for density-dependent Hamiltonians and their energy drift

Two electrons oscillate in a static trap, and their orbital is advanced by $c_{n+1}=e^{-ihH_n}c_n$, with the mean-field Hamiltonian frozen at the start of each step. Every step is unitary, yet for a repulsive mean field with a positive definite kernel the energy climbs. In the model computed below, a kick deposits 0.245 Ha and the propagator adds 0.565 Ha in 100 atomic time units. One self-consistency correction per step turns the heating into a slow damping. A run forward and back does not return to its start in either case. The cause is the potential used inside the step, and two sites are enough to see it.

## Two sites by hand

Hartree atomic units are used. One orbital $c=(c_1,c_2)$ holds two electrons, with occupations $N_j=2|c_j|^2$, $N_1=1+s$, $N_2=1-s$. The hopping is $J>0$ and the interaction energy is $U=\tfrac u4(N_1^2+N_2^2)=\tfrac u2(1+s^2)$ with $u>0$. The potential is $v_j=\partial U/\partial N_j=uN_j/2$, so the detuning is $\epsilon=v_1-v_2=us$. The equations are $i\dot c_1=v_1c_1-Jc_2$ and $i\dot c_2=v_2c_2-Jc_1$. With $p=c_1^*c_2$,
$$\dot s=4\,\mathrm{Re}(c_1^*\dot c_1)=4\,\mathrm{Re}(iJp)=-4J\,\mathrm{Im}\,p,$$
$$\dot p=i(v_1c_1^*-Jc_2^*)c_2-ic_1^*(v_2c_2-Jc_1)=i\epsilon p+iJs .$$

Take a step $c^{(1)}=e^{-ih\tilde H}c^{(0)}$ with a frozen trial detuning $\tilde\epsilon$. The exponential commutes with $\tilde H$, so $2c^\dagger\tilde Hc$ is unchanged, and the hopping energy changes by $-\tilde\epsilon(s_1-s_0)$. The interaction energy changes by $\tfrac u2(s_1^2-s_0^2)=u\bar s(s_1-s_0)$ with $\bar s=(s_0+s_1)/2$. For any $h$,
$$\Delta E=(u\bar s-\tilde\epsilon)(s_1-s_0).$$
The frozen choice $\tilde\epsilon=us_0$ gives $\Delta E=\tfrac u2(s_1-s_0)^2\ge0$, so no step can undo the heating of another. The choice $\tilde\epsilon=u\bar s$ gives $\Delta E=0$, but it is implicit, because $s_1$ depends on $\tilde\epsilon$.

Solve it by iteration. Under a frozen detuning $\dot s$ does not contain $\tilde\epsilon$, while $\ddot s=-4J\,\mathrm{Im}\,\dot p=-4J\tilde\epsilon\,\mathrm{Re}\,p-4J^2s$ does. An error $\delta\tilde\epsilon$ therefore shifts $s_1$ by $\tfrac{h^2}2(-4J\,\mathrm{Re}\,p)\,\delta\tilde\epsilon$ at leading order, and the updated detuning $u\bar s$ by $u/2$ times this. Each sweep multiplies the error by $-uJh^2\,\mathrm{Re}\,p$. The starting error is $us_0-u\bar s\approx-uh\dot s/2$. After $k$ sweeps, with $s_1-s_0\approx h\dot s$,
$$\Delta E^{(k)}\approx\tfrac u2h^2\dot s^2\,(-uJh^2\,\mathrm{Re}\,p)^k .$$
For a bonding state, $\mathrm{Re}\,p>0$, the sign alternates with $k$. The error is even in $\dot s$, so motion in either direction contributes alike and it accumulates. The general theory has the same three parts: a symmetric implicit step, an energy identity, and an $h^2$ response.

## The general problem and three symmetric steps

On a finite grid the normalised orbital obeys $i\dot c=H[N]c$ with $H=h_0+\mathrm{diag}\,v[N]$. Here $h_0=T+v_{\rm ext}$ is real, symmetric and static, and $v_j=\partial U/\partial N_j$ is local and adiabatic, with $U$ smooth. The flow conserves $E=2c^\dagger h_0c+U[N]$. Write $f=U''$, a symmetric matrix, and $g=U'''$, with $g\dot N^3=\sum g_{jlm}\dot N_j\dot N_l\dot N_m$. Exponentials are taken as exact. A potential multiplying $c$ acts pointwise, and subscripts $0$, $m$, $1$ label the start, middle and end of a step. From $\dot N_j=4\,\mathrm{Re}(c_j^*\dot c_j)$ the real potential drops out, so $\dot N$ depends on the state and on $T$ alone.

A step is symmetric if $\Phi_{-h}\Phi_h=1$. To enforce this, propagate forward half a step from the start with $H_0$, backward half a step from the end with $H_1$, and demand that the two agree:
$$e^{+ihH_1/2}c_1=e^{-ihH_0/2}c_0 .$$
This is the enforced time-reversal-symmetry propagator (ETRS). Exchanging $0\leftrightarrow1$ and $h\to-h$ reproduces the equation, so where the solution is unique the backward step returns $c_0$. The exponential midpoint rule $c_1=e^{-ihH_m}c_0$ needs a definition of $H_m$, and two differ:

- EM-state: $H_m=H[c_m]$ with $c_m=e^{-ihH_m/2}c_0=e^{+ihH_m/2}c_1$;
- EM-average: $H_m=H[(N_0+N_1)/2]$, the rule of the two-site example.

Both definitions are unchanged by the same exchange. With $L_hc=e^{-ihH[c]}c$ and $L^*_h=L_{-h}^{-1}$, which solves $c'=e^{-ihH[c']}c$, ETRS is $L^*_{h/2}L_{h/2}$ and EM-state is $L_{h/2}L^*_{h/2}$. Hence $L_{h/2}\circ\text{ETRS}=\text{EM-state}\circ L_{h/2}$: the two schemes give one sequence of half steps read at alternate points.

The iteration analysed here starts from the trial $\tilde v=v_0$, propagates, rebuilds $\tilde v$ from the new density, and stops after $k$ corrections. Many codes instead extrapolate the trial potential from earlier steps, and the orders, sizes and signs derived below for finite $k$ do not carry over to that start. With a linear extrapolation and no correction the step is already second order, and in the trap below it heats by about $5\times10^{-3}$ Ha (ETRS) or $3\times10^{-3}$ Ha (EM-average) per 100 time units at $h=0.25$, a rate that falls as $h^3$. At $k=0$ all three schemes are $L_h$. Since $H$ is real and depends on $|c|^2$, $\Phi_h(c^*)=\Phi_{-h}(c)^*$ for each $k$, so reversing $h$ is physical time reversal.

## Second-order accuracy

**Exact step.** Along the exact trajectory $A(t)=-iH[N(t)]$ is a given matrix function. Put $t=0$ at mid-step and $A=a_0+a_1t+a_2t^2/2+\dots$, with $a_0=-iH$, $a_1=-i\dot v$, $a_2=-i\ddot v$, $\dot v=f\dot N$, and $[a_0,a_1]=-[H,\dot v]$. The Dyson series is $1+I_1+I_2+\dots$ with $I_1=\int A$ and $I_2=\iint_{t>t'}A(t)A(t')$. Its logarithm is $\Omega=I_1+(I_2-I_1^2/2)+\dots$, and $I_1^2=\iint_{t>t'}\{A(t)A(t')+A(t')A(t)\}$ gives $I_2-I_1^2/2=\tfrac12\iint_{t>t'}[A(t),A(t')]$. Terms cubic in $A$ vanish for constant $A$, so they cannot appear before $h^4$ (about mid-step the $h^4$ term also vanishes, which is not needed here). With $\int t^2/2=h^3/24$, $[A(t),A(t')]\approx-(t-t')[a_0,a_1]$ and $\iint_{t>t'}(t-t')=h^3/6$,
$$\Omega=ha_0+\tfrac{h^3}{24}a_2-\tfrac{h^3}{12}[a_0,a_1]+O(h^4).$$

**ETRS.** Use exact end values first, $A_\pm=a_0\pm ha_1/2+h^2a_2/8$. The Baker–Campbell–Hausdorff formula gives $e^Xe^Y=e^{X+Y+[X,Y]/2+\dots}$ with $X=hA_+/2$, $Y=hA_-/2$. Then $X+Y=ha_0+h^3a_2/8$. Also $[A_+,A_-]=-h[a_0,a_1]$, so $[X,Y]/2=-h^3[a_0,a_1]/8$. Nested commutators contain $[X,Y]=O(h^3)$ and another factor $h$. Subtracting $\Omega$ leaves $h^3\{a_2(\tfrac18-\tfrac1{24})-[a_0,a_1](\tfrac18-\tfrac1{12})\}$. The scheme uses its own $c_1$ in $H_1$; an $O(h^3)$ error there, acting for a time $h/2$, feeds back at $O(h^4)$. A difference $\delta$ of exponents changes the state by $\delta c+O(h\delta)$, so
$$c_1-c(h)=h^3\Big(-\tfrac{i}{12}\ddot v+\tfrac1{24}[H,\dot v]\Big)c+O(h^4).$$

**EM-state.** The exact exponent over the first half step is $\int_{-h/2}^0A=ha_0/2-h^2a_1/8+O(h^3)$, while the scheme has $ha_0/2$. The midpoint orbital is wrong by $\delta c=-ih^2\dot vc/8$, and $\delta N_j=4\,\mathrm{Re}(c_j^*\delta c_j)=0$ because $\dot v$ is real and local. So $H_m$ is correct to $O(h^3)$, the exponent is $ha_0+O(h^4)$, and $ha_0-\Omega$ gives
$$c_1-c(h)=h^3\Big(\tfrac{i}{24}\ddot v-\tfrac1{12}[H,\dot v]\Big)c+O(h^4).$$

**EM-average.** Taylor expansion about mid-step gives $(N_0+N_1)/2=N_m+h^2\ddot N/8$, so the potential carries an extra $h^2f\ddot N/8$. The local error is that of EM-state plus $-ih^3(f\ddot N)c/8$.

**Global error.** For Hermitian matrices $\|e^{-i\tau H}-e^{-i\tau H'}\|\le|\tau|\,\|H-H'\|$, by integrating the derivative of $e^{i\tau H'}e^{-i\tau H}$, whose norm is $\|H-H'\|$. On the unit sphere, which is compact, $\max_j|v_j[c]-v_j[c']|\le\Lambda\|c-c'\|$. The map $c_1\mapsto e^{-ihH[c_1]/2}c_m$ is then a contraction for $h\Lambda/2<1$, which gives existence and uniqueness. For two ETRS steps from states a distance $d_0$ apart, $d_1\le(1+h\Lambda/2)d_0+(h\Lambda/2)d_1$, so $d_1\le(1+Lh)d_0$ for small $h$ and some $L$. EM-state is the same two half steps in the other order. EM-average has $d_1\le d_0+h\Lambda(d_0+d_1)/2$, with $\Lambda$ taken over averaged densities, which is the same bound. The error after $n$ steps obeys $e_{n+1}\le(1+Lh)e_n+Ch^3$. Summing the geometric series to time $t_f=nh$,
$$e_n\le Ch^3\,\frac{(1+Lh)^n-1}{Lh}\le\frac{C}{L}\big(e^{Lt_f}-1\big)h^2 .$$
The constants $C$ and $L$ may depend on the grid, so this proves second order at fixed grid spacing; uniformity in the continuum limit is not shown here.

The numerical output tests the three coefficients against a high-order Runge–Kutta flow, on a chirped Gaussian with a model term $\tfrac\lambda6\int n^3$ ($\lambda=0.5$) that makes $g\neq0$. The norms of the $h^3$ coefficients are 0.01397, 0.01548 and 0.03170 for ETRS, EM-state and EM-average, as predicted, and the global order is 2.000 for each.

## What one sweep gains

Let $\rho=2cc^\dagger$, so $N_j=\rho_{jj}$. Under a frozen Hamiltonian $\rho(\tau)=\rho-i\tau[H,\rho]-\tfrac{\tau^2}2[H,[H,\rho]]+\dots$. Add a diagonal $w$ to $H$. The diagonal of $[w,X]$ vanishes for any $X$, which removes the first-order term and the term $[w,[H,\rho]]$. What remains is $-\tfrac{\tau^2}2[H,[w,\rho]]_{jj}$, where the diagonal part of $H$ drops out for the same reason. With $[w,\rho]_{lj}=(w_l-w_j)\rho_{lj}$,
$$[T,[w,\rho]]_{jj}=\sum_lT_{jl}\{(w_l-w_j)\rho_{lj}-(w_j-w_l)\rho_{jl}\},$$
$$\delta N=\tfrac{\tau^2}{2}Dw+O(\tau^3),\qquad(Dw)_j=-2\sum_lT_{jl}\,\mathrm{Re}\rho_{jl}\,(w_l-w_j).$$
For two sites, $T_{12}=-J$ and $\mathrm{Re}\rho_{12}=2\,\mathrm{Re}\,p$ return $-4J\,\mathrm{Re}\,p\,(w_1-w_2)$. For the three-point stencil $T_{j,j\pm1}=-1/(2\Delta x^2)$, summation by parts gives $w\cdot Dw=-\sum_j\mathrm{Re}\rho_{j,j+1}(w_{j+1}-w_j)^2/\Delta x^2$. This is $\le0$ when neighbouring phases differ by less than $\pi/2$, and it tends to $-\int n\,(\partial_xw)^2dx$: a potential error is a force error, which needs two time integrations to move density. The formula matches a finite-difference response to a relative $3.7\times10^{-4}$, and halving $\Delta x$ reduces the deviation from $\partial_x(n\,\partial_xw)$ by 3.97.

In ETRS the trial potential acts for $h/2$ before $N_1$ is read, so $\delta N_1=\tfrac{h^2}8D\,\delta\tilde v$. In EM-state it acts for $h/2$ before $N_m$ is read, with the same factor. In EM-average it acts for $h$ and the average halves the result, giving $\tfrac{h^2}4$. A sweep multiplies the potential error by $\gamma h^2fD$, with $\gamma=\tfrac18,\tfrac18,\tfrac14$.

The starting error is $v_0-v_1\approx-h\dot v$ acting for $h/2$ in ETRS, and $-h\dot v/2$ acting for $h$ in both midpoint rules. A potential error $\delta v$ acting for a time $\tau$ multiplies the orbital by $e^{-i\tau\delta v}$ at leading order, and the product $-\tau\,\delta v$ is the same in all three cases. Writing $\Phi^*$ for the converged step,
$$\Phi^{(k)}_hc=(1+i\theta)\,\Phi^*_hc+O(h^{2k+3}),\qquad\theta=\tfrac{h^2}2(\gamma h^2fD)^k\dot v .$$
The error recursion gains a term $C'h^{2k+2}$ by the triangle inequality, using the stability of $\Phi^*$. So $k=0$ is first order and $k\ge1$ is second order with the converged $h^3$ coefficient. The measured orders are 1.004 for $k=0$ and 1.994 to 2.002 for $k=1$.

Locality is needed. With $P=cc^\dagger$ and $U=\tfrac14N\cdot WN$, the Fock matrix $F_{jl}=h_{0,jl}+2\delta_{jl}\sum_mW_{jm}P_{mm}-W_{jl}P_{jl}$ satisfies $Fc=Hc$ and generates the same exact flow. It depends on the whole of $P$, which responds at first order, $\delta P=-i\tau[\delta F,P]$, so a sweep is guaranteed one power of $h$ and the step error is $O(h^{k+2})$. For the averaged rule the measured exponents are 2.97 and 3.97 at $k=1,2$, against 3.93 and 5.87 for the local form. The formulas for $\theta$ do not apply to nonlocal exchange.

## Loss of reversibility

The phase $\theta$ is even in $h$. The backward step from $c_1$ carries the same $\theta$ up to a relative $O(h)$, and $\Phi^*_{-h}$ passes a small perturbation through unchanged up to a relative $O(h)$. Since $\Phi^*_{-h}\Phi^*_h=1$,
$$\Phi^{(k)}_{-h}\Phi^{(k)}_hc-c=ih^2\big[(\gamma h^2fD)^k\dot v\big]c+O(h^{2k+3}).$$
The $h^3$ truncation error of a converged step cancels on return, while the iteration error doubles. A phase $\theta$ per step is an extra potential $-\theta/h$. For $k=0$ the effective potential is $v-h\dot v/2\approx v(t-h/2)$: the electrons feel a retarded potential in either direction of travel. The tested defect coefficients include 0.16785 for $k=0$, and 0.012697 (ETRS, EM-state) and 0.025395 (EM-average) for $k=1$, in the ratio of the $\gamma$ values.

## Energy of the converged steps

Each sub-step $e^{-i\tau(h_0+\tilde v)}$ conserves $2c^\dagger h_0c+\tilde v\cdot N$. With $a=N_m-N_0$, $b=N_1-N_m$ and $\Delta=a+b$, for any $h$ and any trial potential,
$$\Delta E=U_1-U_0-\tilde v\cdot\Delta\ \ (\text{EM}),\qquad\Delta E=U_1-U_0-v_0\cdot a-\tilde v\cdot b\ \ (\text{ETRS}).$$

For EM-average expand about $\bar N=(N_0+N_1)/2$. Even terms cancel, $U_1-U_0=v[\bar N]\cdot\Delta+2\cdot\tfrac16g(\Delta/2)^3+\dots$, and the converged step has $\Delta E=h^3g\dot N^3/24$ at leading order. For quadratic $U$ the series stops, $\Delta E=-(\tilde v-v[\bar N])\cdot\Delta$, and convergence conserves energy exactly.

For ETRS expand about $N_0$: $U_1-U_0=v_0\cdot\Delta+\tfrac12\Delta\cdot f\Delta+\tfrac16g\Delta^3$ and $v_1=v_0+f\Delta+\tfrac12g\Delta^2$. The $v_0$ terms cancel and
$$\Delta E=\tfrac12\Delta\cdot f(a-b)+\tfrac16g\Delta^3-\tfrac12g\Delta^2b .$$
Because $\dot N$ is continuous across sub-steps and $\ddot N$ feels the frozen potential with an $O(h)$ error, $a=h\dot N/2+h^2\ddot N/8$ and $b=h\dot N/2+3h^2\ddot N/8$ up to $O(h^3)$. So $a-b=-h^2\ddot N/4$ and $\Delta E=h^3\{-\tfrac18\dot N\cdot f\ddot N+(\tfrac16-\tfrac14)g\dot N^3\}$. For EM-state expand about $N_m$: $\Delta E=\tfrac12(b\cdot fb-a\cdot fa)+\tfrac16g(a^3+b^3)=h^3\{\tfrac18\dot N\cdot f\ddot N+\tfrac1{24}g\dot N^3\}$.

Define $Q_0=\dot N\cdot f\dot N$, with $\dot Q_0=2\dot N\cdot f\ddot N+g\dot N^3$. Substituting $\dot N\cdot f\ddot N=(\dot Q_0-g\dot N^3)/2$,
$$\Delta E=\mp\tfrac{h^3}{16}\dot Q_0-\tfrac{h^3}{48}g\dot N^3+O(h^4),$$
with the upper sign for ETRS ($\tfrac1{16}-\tfrac1{12}=-\tfrac1{48}$) and the lower for EM-state ($-\tfrac1{16}+\tfrac1{24}=-\tfrac1{48}$). The first term telescopes, so $\tilde E=E\pm\tfrac{h^2}{16}Q_0$ absorbs it. The ETRS and EM-state coefficients should sum to minus the EM-average one, and the measured values do: $7.8377\times10^{-3}-7.4994\times10^{-3}=3.383\times10^{-4}$, against $-3.3829\times10^{-4}$. The remainder $g\dot N^3$ is odd in $\dot N$ and cancels on a retraced path. Its vanishing time average on a general trajectory is not proved here, so symmetry alone does not establish bounded energy for a non-quadratic $U$.

## Energy drift of the truncated steps

A change $\delta c=i\theta c$ alters the energy by $4\,\mathrm{Re}[(Hc)^\dagger\delta c]=\sum_j\theta_j\,4\,\mathrm{Re}[i(Hc)_j^*c_j]$. The last factor is the real part of the conjugate of $4c_j^*(-i)(Hc)_j$, which is $\dot N_j$. So $\delta E=\theta\cdot\dot N$, and with $\dot v=f\dot N$ the energy added per step, beyond the converged step, is
$$\delta E^{(k)}=\tfrac{h^2}{2}(\gamma h^2)^kQ_k+O(h^{2k+3}),\qquad Q_k=\dot N\cdot f(Df)^k\dot N .$$
For positive definite $f$ and $D\le0$ (neighbouring phases differing by less than $\pi/2$, assumed for all sign statements below) put $y=f^{1/2}\dot N$ and $M=f^{1/2}Df^{1/2}\le0$. Then $Q_k=y\cdot M^ky$ has sign $(-1)^k$ or vanishes. The rate is $+\tfrac h2Q_0$ for $k=0$, and for $k=1$ it is $\tfrac{\gamma h^3}2\,\dot v\cdot D\dot v\to-\tfrac{\gamma h^3}2\int n(\partial_x\dot v)^2dx$. For two sites $f=u/2$, $\dot N=\dot s(1,-1)$ and $D$ has eigenvalue $-8J\,\mathrm{Re}\,p$ on that vector, so $Q_k=u\dot s^2(-4uJ\,\mathrm{Re}\,p)^k$, and $\gamma=\tfrac14$ returns the hand result.

For a negative definite kernel $f=-|f|$ the same substitution gives $Q_k=-y\cdot(-|f|^{1/2}D|f|^{1/2})^ky\le0$, which is damping at each $k$. For an indefinite kernel odd $k$ still damps, because $f$ and $D$ are symmetric and $D\le0$: $Q_{2j+1}=z\cdot Dz\le0$ with $z=(fD)^jf\dot N$, whereas $Q_{2j}=z'\cdot fz'$ with $z'=(Df)^j\dot N$ has no fixed sign. A stationary state has $\dot N=0$ and no drift, and $f=0$ makes each step exact.

## A kicked two-electron trap

The model has round parameters: a one-dimensional harmonic trap with $\omega=0.5$ Ha, the interaction $W=1/\sqrt{x^2+1}$, and exact exchange for the singlet, $U=\tfrac14N\cdot WN$, on 61 points with $\Delta x=0.4$ bohr. It has no correlation and no memory. Here $g=0$, and $f=W/2$ is positive definite, because $(x^2+1)^{-1/2}=\pi^{-1/2}\int_0^\infty t^{-1/2}e^{-t(x^2+1)}dt$ is a positive mixture of Gaussians, each with a positive Fourier transform. The ground state (1.1867 Ha) is multiplied by $e^{i\kappa x}$ with $\kappa=0.5$ bohr$^{-1}$, giving 1.4321 Ha, an excitation of 0.2453 Ha. The step is $h=0.25$ (6.047 as) and the run lasts $t_f=100$ (2.419 fs). All numbers belong to this grid and are not continuum values: at $\Delta x=0.2$ bohr the ground state is 1.1878 Ha, the excitation 0.2488 Ha, and the $k=0$ and EM-average $k=1$ drifts grow in size by 5% and 6%, to 0.594 and $-7.13\times10^{-4}$ Ha.

The predicted drift is $\tfrac{t_fh}2(\gamma h^2)^k\langle Q_k\rangle$, with $\langle Q_k\rangle$ averaged along the run itself, $t_fh/2=12.5$, and $\gamma h^2=0.015625$ or $0.0078125$. The phase condition behind $D\le0$ can fail in the far tail, where the density is negligible, so the sign of $\langle Q_k\rangle$ is computed here and not assumed. For ETRS and EM-state the measured drift is that of $\tilde E$. Energies are in Ha.

- $k=0$: $12.5\times0.04536=0.5670$; measured 0.5649 (15.4 eV).
- EM-average, $k=1$: $0.19531\times(-3.4708\times10^{-3})=-6.78\times10^{-4}$; measured $-6.72\times10^{-4}$ ($-0.0183$ eV).
- EM-average, $k=2$: $12.5\times0.015625^2\times6.1876\times10^{-4}=1.89\times10^{-6}$; measured $1.85\times10^{-6}$.
- ETRS, $k=1$: $0.097656\times(-3.4683\times10^{-3})=-3.39\times10^{-4}$; measured $-3.38\times10^{-4}$ ($-0.0092$ eV). EM-state gives the same pair of numbers to the digits shown: predicted $-3.39\times10^{-4}$, measured $-3.38\times10^{-4}$.

Relative to the prediction the deviations are 0.4%, 0.8%, 2% and 0.3%. The stencil has $\|T\|\le2/\Delta x^2=12.5$ Ha, so $h\|T\|$ is about 3 and not small. That the leading terms still hold is observed; the conjectured reason is that the smooth orbital has negligible weight in high grid modes.

The average $\langle Q_1\rangle$ is 0.50 of its initial value $-6.908\times10^{-3}$, the same fraction as for the square of a cosine averaged over many periods. The $k=0$ run differs: $\langle Q_0\rangle=0.0454$ is close to the initial 0.0475. A rough estimate, not tested, assumes $Q_0$ proportional to the excitation, which then grows exponentially from 0.245 to 0.810 Ha. Its mean is $0.565/\ln(0.810/0.245)=0.47$ Ha, or 1.9 times the start, and $1.9\times0.0475/2\approx0.045$.

Converged runs took four to five sweeps per step. EM-average holds the energy to $4\times10^{-14}$ Ha. In ETRS, $E-E(0)\approx\tfrac{h^2}{16}[Q_0(0)-Q_0(t)]$, which for $Q_0\ge0$ rises at most to $0.00390625\times0.0474626=1.854\times10^{-4}$ Ha. The measured excursion is $1.857\times10^{-4}$ Ha, and the difference matches the $3.0\times10^{-7}$ Ha variation of $\tilde E$. EM-state gives $1.855\times10^{-4}$ and $8.9\times10^{-8}$ Ha. Over this run the ETRS $k=1$ loss, 0.14% of the excitation, is less than twice that excursion, but it grows with $t_f$ while the term $h^2Q_0/16$ is bounded by the motion.

A round trip separates the two. Conjugating the final state, running again and conjugating back, converged ETRS returns to $3.3\times10^{-12}$ in norm and $2\times10^{-12}$ Ha. With $k=1$ it misses by $7.9\times10^{-4}$ in norm and $-6.75\times10^{-4}$ Ha, against twice the one-way drift, $-6.76\times10^{-4}$ Ha. EM-average with $k=1$ misses by $1.57\times10^{-3}$ and $-1.343\times10^{-3}$ Ha, against $-1.345\times10^{-3}$ Ha. The round trip measures self-consistency and not accuracy: a converged run retraces its own trajectory, which still differs from the exact flow on the grid by $O(h^2)$.

## Values computed for the example and the checks

```
grid: 61 points, dx = 0.4 bohr; trap omega = 0.5 Ha; test lambda = 0.5 Ha bohr^2
etrs: |local err|/h^3 meas 0.01397 pred 0.01397 au^-3; dE/h^3 meas 7.8377e-03 pred 7.8377e-03 Ha/au^3
  global order etrs k=0: 1.004
  global order etrs k=1: 1.994
  global order etrs k=None: 2.000
state: |local err|/h^3 meas 0.01548 pred 0.01548 au^-3; dE/h^3 meas -7.4994e-03 pred -7.4994e-03 Ha/au^3
  global order state k=0: 1.004
  global order state k=1: 2.002
  global order state k=None: 2.000
avg: |local err|/h^3 meas 0.03170 pred 0.03170 au^-3; dE/h^3 meas -3.3829e-04 pred -3.3829e-04 Ha/au^3
  global order avg k=0: 1.004
  global order avg k=1: 1.998
  global order avg k=None: 2.000
response vs D: rel dev 3.7e-04; D->continuum ratio 3.97
k=0 lam=0.5 etrs: defect/h^2 1.6785e-01 pred 1.6785e-01; dE/h^2 8.7094e-02 pred 8.7094e-02 (au)
k=0 lam=0.5 state: defect/h^2 1.6785e-01 pred 1.6785e-01; dE/h^2 8.7094e-02 pred 8.7094e-02 (au)
k=0 lam=0.5 avg: defect/h^2 1.6785e-01 pred 1.6785e-01; dE/h^2 8.7094e-02 pred 8.7094e-02 (au)
k=1 lam=0.5 etrs: defect/h^4 1.2697e-02 pred 1.2698e-02; dE/h^4 -4.7349e-03 pred -4.7349e-03 (au)
k=1 lam=0.5 state: defect/h^4 1.2697e-02 pred 1.2698e-02; dE/h^4 -4.7349e-03 pred -4.7349e-03 (au)
k=1 lam=0.5 avg: defect/h^4 2.5395e-02 pred 2.5395e-02; dE/h^4 -9.4698e-03 pred -9.4698e-03 (au)
k=2 lam=0.0 etrs: defect/h^6 5.0899e-05 pred 5.0901e-05; dE/h^6 2.7122e-05 pred 2.7112e-05 (au)
k=2 lam=0.0 state: defect/h^6 5.0894e-05 pred 5.0901e-05; dE/h^6 2.7113e-05 pred 2.7112e-05 (au)
k=2 lam=0.0 avg: defect/h^6 2.0332e-04 pred 2.0360e-04; dE/h^6 1.0840e-04 pred 1.0845e-04 (au)
iteration error order k=1: nonlocal 2.97, local 3.93
iteration error order k=2: nonlocal 3.97, local 5.87
kick 0.5 1/bohr, h = 0.25 au = 6.047 as, T = 100 au = 2.419 fs
E ground 1.186745 Ha, E kicked 1.432074 Ha, excitation 0.245329 Ha
Q_0 at t=0: 4.74626e-02 au
Q_1 at t=0: -6.90846e-03 au
Q_2 at t=0: 1.22465e-03 au
avg k=0: <Q_k> 4.5360e-02 au, drift 5.6486e-01 Ha = 1.5371e+01 eV, pred 5.6700e-01 Ha
avg k=1: <Q_k> -3.4708e-03 au, drift -6.7240e-04 Ha = -1.8297e-02 eV, pred -6.7788e-04 Ha
avg k=2: <Q_k> 6.1876e-04 au, drift 1.8450e-06 Ha = 5.0205e-05 eV, pred 1.8883e-06 Ha
etrs k=1: <Q_k> -3.4683e-03 au, drift -3.3785e-04 Ha = -9.1933e-03 eV, pred -3.3870e-04 Ha
state k=1: <Q_k> -3.4727e-03 au, drift -3.3775e-04 Ha = -9.1906e-03 eV, pred -3.3914e-04 Ha
etrs converged: max|dE| 1.857e-04 Ha, max|dEmod| 2.989e-07 Ha, sweeps 4.1
state converged: max|dE| 1.855e-04 Ha, max|dEmod| 8.885e-08 Ha, sweeps 4.0
avg converged: max|dE| 4.108e-14 Ha, max|dEmod| 4.108e-14 Ha, sweeps 4.9
round trip avg k=1: |c - c0| 1.570e-03, dE -1.3430e-03 Ha
round trip etrs k=1: |c - c0| 7.892e-04, dE -6.7519e-04 Ha
round trip etrs k=None: |c - c0| 3.323e-12, dE 1.9706e-12 Ha
```
